# Electric screening in hot QED from the two-loop pressure

## Problem

A plasma of photons, electrons and positrons has a temperature $T$ far above the electron mass, so the fermions may be treated as massless. The chemical potential $\mu$ is conjugate to the number of electrons minus positrons. Units are $\hbar=c=k_B=1$, with Heaviside–Lorentz charge $e$.

1. Relate the static polarization function $\Pi_{00}(0,\mathbf k\to0)$ to the susceptibility $\chi=\partial^2P/\partial\mu^2$. State which diagrams the pressure $P$ must contain.
2. Calculate the pressure to order $e^2$ at finite $\mu$.
3. Deduce the screening mass squared $m_D^2\equiv\Pi_{00}(0,\mathbf k\to0)$ at $\mu=0$ through order $e^4$.
4. Find the next term in $e$, and decide whether $m_D$ is also the pole of the static propagator.
5. Evaluate the masses for $T=10$ MeV and $e^2=0.09$.

## Solution

### 1. Polarization and susceptibility

The Euclidean action, entering as $e^{-S}$, is

$$S=\int_0^{1/T}\!d\tau\int d^3x\left[\tfrac14F_{\mu\nu}F_{\mu\nu}+\bar\psi(\gamma_\mu\partial_\mu-\mu\gamma_4+ie\gamma_\mu A_\mu)\psi\right],$$

with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. A constant $A_4$ has no field energy. It appears only in the combination $\mu-ieA_4$, so the effective action per unit Euclidean volume is $-P(\mu-ieA_4)$. For a static, slowly varying field, the quadratic part of the effective action is $\tfrac12A_4(-\mathbf k)[k^2+\Pi_{00}(0,\mathbf k)]A_4(\mathbf k)$. Two derivatives with respect to $A_4$, at $k\to0$, give

$$\Pi_{00}(0,\mathbf k\to0)=-(-ie)^2\frac{\partial^2P}{\partial\mu^2}=e^2\chi .$$

The effective action contains only diagrams that stay connected when one photon line is cut, and $P$ must be understood in the same way. If chains of polarization bubbles were kept, the response would be

$$\chi-\chi\frac{e^2}{k^2}\chi+\dots=\frac{\chi k^2}{k^2+e^2\chi},$$

which vanishes as $k\to0$: a plasma does not accept a uniform net charge. A neutralizing background removes these uniform-field terms.

The frequency must be set to zero before $k$. At $k=0$ and nonzero frequency the perturbation couples to the total charge, which is conserved, and there is no response. With the frequency at zero, the limit $k\to0$ is smooth at the order needed here, because fermion Matsubara frequencies are at least $\pi T$ in magnitude and keep the fermion loops regular.

### 2. The pressure to order $e^2$

**Free fermions.** Let $n_\mp=1/(e^{(p\mp\mu)/T}+1)$ be the occupations of electrons and positrons, and define

$$K(\mu)=\int_0^\infty dp\,p\,(n_-+n_+).$$

Since $\partial_\mu n_\mp=\mp\partial_pn_\mp$, integration by parts gives

$$K'(\mu)=\int_0^\infty dp\,(n_--n_+)=T\ln\frac{1+e^{\mu/T}}{1+e^{-\mu/T}}=\mu .$$

With $K(0)=\pi^2T^2/6$, this means $K=\pi^2T^2/6+\mu^2/2$. The net density, with two spin states, is $\pi^{-2}\int dp\,p^2(n_--n_+)$. Its $\mu$-derivative, again by parts, is

$$\chi_0=\frac{2}{\pi^2}K=\frac{T^2}{3}+\frac{\mu^2}{\pi^2}.$$

**The two-loop diagram.** Write $⨋_P=T\sum_n\int d^3p/(2\pi)^3$ and $P_4=\omega_n+i\mu$. The fermion propagator is $S(P)=-i\slashed P/P^2$. The interaction $S_I=ie\int\bar\psi\gamma_\mu A_\mu\psi$ contributes $\tfrac12\langle S_I^2\rangle$ to $\ln Z$. The factor $(ie)^2=-e^2$ and the minus sign of the closed fermion loop combine to

$$P_2=\frac{e^2}{2}⨋_P⨋_Q\frac{\mathrm{tr}[\gamma_\mu S(P)\gamma_\mu S(Q)]}{K^2},\qquad K=P-Q,$$

in Feynman gauge. From here on $K$ is the photon momentum. In $D$ dimensions $\gamma_\mu\slashed P\gamma_\mu=(2-D)\slashed P$, and the two propagators supply $(-i)^2=-1$. The trace is therefore $4(D-2)P\cdot Q/(P^2Q^2)$, which at $D=4$ gives

$$P_2=4e^2⨋_P⨋_Q\frac{P\cdot Q}{P^2Q^2K^2}.$$

Another covariant gauge adds a term proportional to $K_\mu K_\nu/K^4$ to the photon propagator. It produces

$$S(P)\slashed K S(Q)=\frac{\slashed P}{P^2}-\frac{\slashed Q}{Q^2}.$$

At fixed $K$ the two terms have equal sums, by a shift of the loop momentum, so the addition vanishes.

Now insert $2P\cdot Q=P^2+Q^2-K^2$. Each term cancels one denominator, and the remaining two momenta can be summed independently:

$$P_2=2e^2\left(2I_BI_F-I_F^2\right),\qquad I_B=⨋_K\frac1{K^2},\quad I_F=⨋_P\frac1{P^2}.$$

The frequency sums are

$$T\sum_n\frac1{K^2}=\frac{1+2n_B(k)}{2k},\qquad T\sum_n\frac1{P^2}=\frac{1-n_--n_+}{2p},$$

where $n_B$ is the Bose occupation. The terms without occupations are integrals with no scale, which vanish in dimensional regularization. What remains is

$$I_B=\frac1{2\pi^2}\int_0^\infty dk\,k\,n_B=\frac{T^2}{12},\qquad I_F=-\frac1{4\pi^2}\left(\frac{\pi^2T^2}{6}+\frac{\mu^2}{2}\right)=-J,$$

$$J=\frac{T^2}{24}+\frac{\mu^2}{8\pi^2}.$$

Both are finite, so setting $D=4$ in the prefactor loses nothing. Field-renormalization counterterms insert $P^2/P^2=1$ into a free loop, and $⨋1=0$. Therefore

$$P_2=-2e^2\left(\frac{T^2J}{6}+J^2\right).$$

The two pieces are

$$\frac{T^2J}{6}=\frac{T^4}{144}+\frac{\mu^2T^2}{48\pi^2},\qquad J^2=\frac{T^4}{576}+\frac{\mu^2T^2}{96\pi^2}+\frac{\mu^4}{64\pi^4},$$

and their sum gives

$$P_2=-e^2\left(\frac{5T^4}{288}+\frac{\mu^2T^2}{16\pi^2}+\frac{\mu^4}{32\pi^4}\right).$$

### 3. The corrected screening mass

Two derivatives of $P_2$ give

$$\chi_2=-e^2\left(\frac{T^2}{8\pi^2}+\frac{3\mu^2}{8\pi^4}\right)=-\frac{3e^2}{8\pi^2}\left(\frac{T^2}{3}+\frac{\mu^2}{\pi^2}\right).$$

At $\mu=0$, $m_D^2=e^2(\chi_0+\chi_2)$ becomes

$$\boxed{m_D^2=\frac{e^2T^2}{3}\left(1-\frac{3e^2}{8\pi^2}\right)}$$

through order $e^4$. The interaction lowers the susceptibility $\chi$, the net density induced by a given shift of $\mu$. The decay length of a static field is set by the pole of the propagator, which Section 4 shows receives a further term of order $e^4$ depending on the scale $\bar\mu$ at which $e^2$ is specified. That length exceeds its leading value only when $L>-9/2$ in the notation used there, which includes the scale $\bar\mu_*$ where the pole and $m_D$ agree.

The bracket in $\chi_2$ is $\chi_0$ itself. The two-loop pressure thus reduces the susceptibility by the same factor at every $\mu/T$. In the cold, dense limit $T\ll\mu$, it gives $\chi=(\mu^2/\pi^2)(1-3e^2/8\pi^2)$.

### 4. The next term and the pole

**Ring term.** Static $A_4$ fluctuations acquire the mass $m^2=e^2(T^2/3+\mu^2/\pi^2)$. Their Gaussian integral, less the term linear in $m^2$ already contained in $P_2$, is

$$P_3=-\frac T2\int\frac{d^3k}{(2\pi)^3}\left[\ln\left(1+\frac{m^2}{k^2}\right)-\frac{m^2}{k^2}\right].$$

Differentiation gives

$$\frac{dP_3}{dm^2}=\frac{Tm^2}{2}\int\frac{d^3k}{(2\pi)^3}\frac1{k^2(k^2+m^2)}=\frac{Tm}{8\pi},$$

so $P_3=Tm^3/(12\pi)$. At $\mu=0$ the first derivative of $m^2$ vanishes and the second is $2e^2/\pi^2$. With $m=eT/\sqrt3$,

$$\chi_3=\frac{Tm}{8\pi}\,\frac{2e^2}{\pi^2}=\frac{T^2}{3}\,\frac{\sqrt3\,e^3}{4\pi^3}.$$

The next term inside the bracket of $m_D^2$ is therefore $+\sqrt3e^3/(4\pi^3)$. Its odd power of $e$ comes from the long-range static field, which a strict expansion in $e^2$ treats as unscreened.

**Pole.** The pole solves $k^2+\Pi_{00}(0,\mathbf k)=0$ at $k^2=-m_{\rm pole}^2$. Since $k^2$ is of order $e^2T^2$ there, the one-loop term proportional to $e^2k^2$ matters at order $e^4$. For a static momentum, with $Q=P+K$ and $\mu=0$, the one-loop function is

$$\Pi_{00}=4e^2⨋_P\frac{2\omega_n^2-P\cdot Q}{P^2Q^2}=4e^2\left[-I_F+⨋_P\frac{2\omega_n^2+k^2/2}{P^2Q^2}\right],$$

where $P\cdot Q=\tfrac12(P^2+Q^2-k^2)$ was used. A Feynman parameter gives

$$\int d^dp\,\frac1{P^2Q^2}=\int_0^1dx\int d^dp\,\frac1{[p^2+\omega_n^2+x(1-x)k^2]^2},$$

whose term of order $k^2$ is $-\tfrac13k^2\int d^dp\,P^{-6}$. In $d=3-2\epsilon$ dimensions, $\omega_n^2\int d^dp\,P^{-6}=(1-d/4)\int d^dp\,P^{-4}$. The coefficient of $k^2$ in $\Pi_{00}$ is then

$$4e^2\left[\frac12-\frac23\left(\frac14+\frac\epsilon2\right)\right]⨋_P\frac1{P^4}=\frac{4e^2}{3}(1-\epsilon)⨋_P\frac1{P^4}.$$

In the MS-bar scheme with scale $\bar\mu$, doing the momentum integral first gives

$$⨋_P\frac1{P^4}=\left(\frac{e^{\gamma_E}\bar\mu^2}{4\pi}\right)^{\epsilon}\frac{\Gamma(\frac12+\epsilon)}{(4\pi)^{3/2-\epsilon}}\,\frac{2T(1-2^{-1-2\epsilon})\zeta(1+2\epsilon)}{(\pi T)^{1+2\epsilon}}.$$

Here $e^{\gamma_E}$ is the exponential of Euler's constant, not a charge. With $\zeta(1+2\epsilon)=1/(2\epsilon)+\gamma_E+\dots$ and $\Gamma'(\tfrac12)/\Gamma(\tfrac12)=-\gamma_E-2\ln2$, the expansion is

$$⨋_P\frac1{P^4}=\frac1{16\pi^2}\left[\frac1\epsilon+2\ln\frac{\bar\mu}{\pi T}+2\gamma_E\right].$$

Charge renormalization removes $1/\epsilon$, but the factor $1-\epsilon$ leaves a finite $-1$. The static inverse propagator at small $k$ is

$$k^2\left(1+\frac{e^2L}{12\pi^2}\right)+m_D^2,\qquad L=2\ln\frac{\bar\mu}{\pi T}+2\gamma_E-1,$$

and hence, through order $e^4$,

$$m_{\rm pole}^2=\frac{e^2T^2}{3}\left[1-\frac{3e^2}{8\pi^2}-\frac{e^2L}{12\pi^2}\right].$$

So $m_D$ is in general not the pole. The difference is $2L/9$ times the two-loop correction. It vanishes when $e^2$ is specified at

$$\bar\mu_*=\pi T\,e^{1/2-\gamma_E}=2.908\,T .$$

At another scale, $m_D^2=e^2(\bar\mu)\chi$ changes with the running charge, while in $m_{\rm pole}^2$ the running is compensated by $L$ at this order.

### 5. Numbers

Take $e^2=0.09$ as the value at $\bar\mu_*=29.08$ MeV, so that $m_D$ and the pole mass agree through order $e^4$. This is a rounded, illustrative input: the physical charge at that scale gives $e^2\approx0.0923$, which would raise the leading mass squared by about 2.5%, more than the correction calculated here. The leading mass squared is

$$\frac{0.09\times(10\ \mathrm{MeV})^2}{3}=3.000\ \mathrm{MeV}^2,$$

and the relative two-loop correction is $-3(0.09)/(8\pi^2)=-0.00342$. This gives $m_D^2=2.990\ \mathrm{MeV}^2$. The mass falls from 1.732 to 1.729 MeV, and the screening length $\hbar c/m_D$ grows from 113.9 to 114.1 fm, a change of about 0.17%. The direction of this change is tied to the scale at which $e^2$ is given. The low-energy value $e^2=0.0917$ corresponds to $\bar\mu=m_e$, where $L\approx-8.1<-9/2$. The pole mass squared then lies about 0.28% above the leading value formed with that charge, and the length is shorter than that leading estimate.

Two effects left out of these values can be compared with the correction:

- The ring term, with $e=0.30$, changes $m_D^2$ by the fraction $+0.000377$.
- The real electron mass, 0.511 MeV, changes the ideal susceptibility by the fraction $-0.000397$. This follows from numerical quadrature of $\chi_0=(2/\pi^2T)\int dp\,p^2n(1-n)$, where $n$ is the Fermi occupation at energy $\sqrt{p^2+m_e^2}$.

Each is about one ninth of the two-loop correction. They nearly cancel here, but they depend on different parameters: the first on $e$, the second on $m_e/T$. A real plasma in equilibrium at 10 MeV also contains some muon pairs, which the model omits. The same quadrature with the muon mass, 105.66 MeV, gives them a fraction $+0.00080$ of the electron susceptibility, about twice either effect above. This fraction drops rapidly at lower temperature and is below $10^{-4}$ at 8 MeV. The massless result loses its validity as $T$ falls toward $m_e$, and the expansion in $e$ requires weak coupling.
